# Lifetimes of Hydrogen 3s, 3p, 3d and the Balmer Alpha Rate: a program that tests the result

```python
"""Lifetimes of hydrogen 3s, 3p, 3d and the averaged Balmer alpha rate.

Result under test (non-relativistic atom, electric-dipole emission):
  A(nl -> n'l') = e^2 w^3 / (3 pi eps0 hbar c^3) * lmax/(2l+1) * I^2
  w    : angular frequency of the photon
  lmax : larger of l and l'
  I    : integral of R_n'l' R_nl r^3 dr, R_nl the radial functions
Equivalent form: A = (alpha^5 mu c^2/hbar) * D^3 * lmax/(2l+1) * (I/a)^2 / 6,
  D = 1/n'^2 - 1/n^2, mu the reduced mass, a the Bohr radius for mu.
The independent side integrates momentum matrix elements in three dimensions
and sums over photon directions and polarizations, with or without the
photon phase exp(-i k.r).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

# ---------- radial functions, lengths in units of a ----------
r = sp.symbols("r", positive=True)
radial = {
    (1, 0): 2 * sp.exp(-r),
    (2, 0): (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2),
    (2, 1): r * sp.exp(-r / 2) / (2 * sp.sqrt(6)),
    (3, 0): 2 * (1 - 2 * r / 3 + 2 * r**2 / 27) * sp.exp(-r / 3)
            / (3 * sp.sqrt(3)),
    (3, 1): 8 * r * (1 - r / 6) * sp.exp(-r / 3) / (27 * sp.sqrt(6)),
    (3, 2): 4 * r**2 * sp.exp(-r / 3) / (81 * sp.sqrt(30)),
}
for (n, l), R in radial.items():
    u = r * R
    residual = (-sp.diff(u, r, 2) / 2 + l * (l + 1) * u / (2 * r**2)
                - u / r + u / (2 * n**2))
    assert sp.simplify(residual) == 0
    assert sp.simplify(sp.integrate(sp.expand(u**2), (r, 0, sp.oo)) - 1) == 0

# ---------- rates from the derived formula, in SI ----------
hbar, c, e, eps0 = const.hbar, const.c, const.e, const.epsilon_0
alpha = const.fine_structure
mu = const.m_e * const.m_p / (const.m_e + const.m_p)
a = 4 * np.pi * eps0 * hbar**2 / (mu * e**2)
E_ion = mu * e**4 / (2 * (4 * np.pi * eps0 * hbar)**2)
rate_unit = alpha**5 * mu * c**2 / hbar

# name: (initial l, final n, final l, closed form of I/a)
channels = {
    "3s-2p": (0, 2, 1, 10368 * sp.sqrt(2) / 15625),
    "3p-1s": (1, 1, 0, 27 * sp.sqrt(6) / 128),
    "3p-2s": (1, 2, 0, 27648 * sp.sqrt(3) / 15625),
    "3d-2p": (2, 2, 1, 165888 / (15625 * sp.sqrt(5))),
}
A, I_val, coeff = {}, {}, {}
omega_si = {nf: E_ion * (1 / nf**2 - 1 / 9) / hbar for nf in (1, 2)}
strength = {nf: e**2 * w**3 * a**2 / (3 * np.pi * eps0 * hbar * c**3)
            for nf, w in omega_si.items()}
for name, (l, nf, lf, closed) in channels.items():
    integrand = sp.expand(radial[(3, l)] * radial[(nf, lf)] * r**3)
    integral = sp.integrate(integrand, (r, 0, sp.oo))
    assert sp.simplify(integral - closed) == 0
    angular = sp.Rational(max(l, lf), 2 * l + 1)
    delta = sp.Rational(1, nf**2) - sp.Rational(1, 9)
    I_val[name] = float(closed)
    coeff[name] = sp.simplify(delta**3 * angular * closed**2 / 6)
    A[name] = strength[nf] * float(angular) * I_val[name]**2
    assert abs(A[name] / (rate_unit * float(coeff[name])) - 1) < 1e-7
assert coeff["3p-1s"] == sp.Rational(1, 96)

total = np.array([A["3s-2p"], A["3p-1s"] + A["3p-2s"], A["3d-2p"]])
balmer = np.array([A["3s-2p"], A["3p-2s"], A["3d-2p"]])
tau_ns = 1e9 / total
weights = np.array([1, 3, 5]) / 9
balmer_avg = weights @ balmer
total_avg = weights @ total
photon_yield = weights @ (balmer / total)

# ---------- independent side: three-dimensional quadrature ----------
x, y, z = sp.symbols("x y z", real=True)
r_xyz = sp.sqrt(x**2 + y**2 + z**2)
solid = {
    0: [1 / sp.sqrt(4 * sp.pi)],
    1: [sp.sqrt(3 / (4 * sp.pi)) * q for q in (x, y, z)],
    2: [sp.sqrt(15 / (4 * sp.pi)) * q for q in (x * y, y * z, x * z)]
       + [sp.sqrt(15 / (16 * sp.pi)) * (x**2 - y**2),
          sp.sqrt(5 / (16 * sp.pi)) * (2 * z**2 - x**2 - y**2)],
}


def orbitals(n, l):
    f = sp.expand(radial[(n, l)] / r**l).subs(r, r_xyz)
    return [f * s for s in solid[l]]


node_r, w_r = np.polynomial.legendre.leggauss(80)
node_r, w_r = 40 * (node_r + 1), 40 * w_r
node_t, w_t = np.polynomial.legendre.leggauss(10)
node_p = 2 * np.pi * np.arange(16) / 16
RR, TT, PP = np.meshgrid(node_r, node_t, node_p, indexing="ij")
sin_t = np.sqrt(1 - TT**2)
points = np.array([(RR * sin_t * np.cos(PP)).ravel(),
                   (RR * sin_t * np.sin(PP)).ravel(), (RR * TT).ravel()])
volume = (w_r[:, None, None] * w_t[None, :, None] * RR**2
          * 2 * np.pi / 16).ravel()


def on_grid(expr):
    return sp.lambdify((x, y, z), expr, "numpy")(*points)


initial = [psi for l in (0, 1, 2) for psi in orbitals(3, l)]
initial_l = np.array([0] + [1] * 3 + [2] * 5)
gradients = np.array([[on_grid(sp.diff(psi, q)) for q in (x, y, z)]
                      for psi in initial])
final = {(nf, lf): np.array([on_grid(psi) for psi in orbitals(nf, lf)])
         for nf, lf in ((1, 0), (2, 0), (2, 1))}
dir_t, dir_w = np.polynomial.legendre.leggauss(4)


def quadrature_rates(nf, lf, with_phase):
    """Rate in 1/s of each n=3 orbital into all orbitals of (nf, lf)."""
    omega = (1 / nf**2 - 1 / 9) / 2
    k = alpha * omega if with_phase else 0.0
    summed = np.zeros(9)
    for ct, wt in zip(dir_t, dir_w):
        for phi in 2 * np.pi * np.arange(8) / 8:
            st = np.sqrt(1 - ct**2)
            direction = np.array([st * np.cos(phi), st * np.sin(phi), ct])
            phase = np.exp(-1j * k * (direction @ points))
            left = final[(nf, lf)] * (phase * volume)
            M = np.tensordot(left, gradients, axes=(1, 2))
            transverse = (np.abs(M)**2).sum(axis=2) - np.abs(M @ direction)**2
            summed += wt * 2 * np.pi / 8 * transverse.sum(axis=0)
    return alpha**3 * omega / (2 * np.pi) * summed * alpha**2 * mu * c**2 / hbar


dipole = {key: quadrature_rates(*key, False) for key in final}
retarded = {key: quadrature_rates(*key, True) for key in final}
allowed = {(l, nf, lf): A[name]
           for name, (l, nf, lf, _) in channels.items()}
for (nf, lf), rates in dipole.items():
    for l, rate in zip(initial_l, rates):
        expected = allowed.get((l, nf, lf), 0.0)
        # zero channels are judged on the scale of the smallest allowed rate
        assert abs(rate - expected) < 1e-7 * max(expected, A["3s-2p"])

# the full photon phase must not change the quoted three digits
full_total = sum(retarded.values())
phase_shift = np.max(np.abs(full_total / total[initial_l] - 1))
assert phase_shift < 1e-3
rate_3d_1s = retarded[(1, 0)][initial_l == 2].mean()
assert 0 < rate_3d_1s < 1e-4 * A["3d-2p"]

# average over the nine orbitals, and 3p branching, from the quadrature
to_n2 = dipole[(2, 0)] + dipole[(2, 1)]
all_decay = to_n2 + dipole[(1, 0)]
assert abs(to_n2.mean() / balmer_avg - 1) < 1e-7
branch_1s = A["3p-1s"] / total[1]
branch_2s = A["3p-2s"] / total[1]
assert abs(dipole[(1, 0)][1] / all_decay[1] - branch_1s) < 1e-7

# ---------- decay after one statistical excitation, times in ns ----------


def evolve(t, state):
    population = state[:9]
    return np.append(-all_decay * 1e-9 * population,
                     to_n2 @ population * 1e-9)


times = np.array([0.0, 20.0, 200.0, 4000.0])
run = solve_ivp(evolve, (0, times[-1]), np.append(np.ones(9) / 9, 0.0),
                method="LSODA", t_eval=times, rtol=1e-9, atol=1e-12)
assert run.success
signal = np.array([weights @ (balmer * np.exp(-t / tau_ns)) for t in times])
signal_ode = to_n2 @ run.y[:9]
assert np.allclose(signal_ode[:3], signal[:3], rtol=1e-5)
assert abs(run.y[9, -1] - photon_yield) < 1e-6

# ---------- values claimed in the problem ----------
assert round(tau_ns[0]) == 158
assert round(tau_ns[1], 1) == 5.3
assert round(tau_ns[2], 1) == 15.5

# ---------- output ----------
print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"reduced mass / electron mass = {mu / const.m_e:.7f}")
print(f"Bohr radius with reduced mass a = {a:.6e} m")
print(f"ionization energy E_I = {E_ion:.6e} J")
print(f"alpha^5 mu c^2/hbar = {rate_unit:.5e} s^-1")
for nf, label in ((1, "n=3 to 1"), (2, "n=3 to 2")):
    print(f"{label}: omega = {omega_si[nf]:.5e} rad/s")
    print(f"{label}: wavelength = {2e9 * np.pi * c / omega_si[nf]:.3f} nm")
    print(f"{label}: e^2 w^3 a^2/(3 pi eps0 hbar c^3) = "
          f"{strength[nf]:.5e} s^-1")
for name in channels:
    print(f"{name}: I/a = {I_val[name]:.5f}, (I/a)^2 = {I_val[name]**2:.5f}")
    print(f"{name}: A/(alpha^5 mu c^2/hbar) = {coeff[name]}"
          f" = {float(coeff[name]):.6e}")
    print(f"{name}: A = {A[name]:.4e} s^-1")
for i, name in enumerate(("3s", "3p", "3d")):
    print(f"{name}: total rate = {total[i]:.4e} s^-1, "
          f"lifetime = {tau_ns[i]:.3f} ns")
print(f"3p branching to 1s = {branch_1s:.4f}")
print(f"3p branching to 2s = {branch_2s:.4f}")
print(f"3p: A(1s)/A(2s) = {A['3p-1s'] / A['3p-2s']:.3f}")
print(f"3p: omega^3 ratio 1s/2s = {(omega_si[1] / omega_si[2])**3:.3f}")
print(f"3p: I^2 ratio 2s/1s = {(I_val['3p-2s'] / I_val['3p-1s'])**2:.3f}")
print(f"averaged Balmer alpha rate = {balmer_avg:.4e} s^-1")
print(f"averaged total decay rate of n=3 = {total_avg:.4e} s^-1")
print(f"Balmer alpha photons per excited atom = {photon_yield:.4f}")
for t, s in zip(times[:3], signal[:3]):
    print(f"Balmer alpha signal per initial atom at {t:.0f} ns = {s:.4e} s^-1")
print(f"largest relative rate change from photon phase = {phase_shift:.1e}")
print(f"3d-1s rate allowed by photon phase = {rate_3d_1s:.1f} s^-1")
print("PASS")
```

Printed output:

```
fine-structure constant alpha = 0.007297353
reduced mass / electron mass = 0.9994557
Bohr radius with reduced mass a = 5.294654e-11 m
ionization energy E_I = 2.178686e-18 J
alpha^5 mu c^2/hbar = 1.60563e+10 s^-1
n=3 to 1: omega = 1.83639e+16 rad/s
n=3 to 1: wavelength = 102.573 nm
n=3 to 1: e^2 w^3 a^2/(3 pi eps0 hbar c^3) = 1.87947e+09 s^-1
n=3 to 2: omega = 2.86937e+15 rad/s
n=3 to 2: wavelength = 656.470 nm
n=3 to 2: e^2 w^3 a^2/(3 pi eps0 hbar c^3) = 7.16961e+06 s^-1
3s-2p: I/a = 0.93840, (I/a)^2 = 0.88060
3s-2p: A/(alpha^5 mu c^2/hbar) = 768/1953125 = 3.932160e-04
3s-2p: A = 6.3136e+06 s^-1
3p-1s: I/a = 0.51669, (I/a)^2 = 0.26697
3p-1s: A/(alpha^5 mu c^2/hbar) = 1/96 = 1.041667e-02
3p-1s: A = 1.6725e+08 s^-1
3p-2s: I/a = 3.06482, (I/a)^2 = 9.39309
3p-2s: A/(alpha^5 mu c^2/hbar) = 8192/5859375 = 1.398101e-03
3p-2s: A = 2.2448e+07 s^-1
3d-2p: I/a = 4.74799, (I/a)^2 = 22.54342
3d-2p: A/(alpha^5 mu c^2/hbar) = 196608/48828125 = 4.026532e-03
3d-2p: A = 6.4651e+07 s^-1
3s: total rate = 6.3136e+06 s^-1, lifetime = 158.389 ns
3p: total rate = 1.8970e+08 s^-1, lifetime = 5.271 ns
3d: total rate = 6.4651e+07 s^-1, lifetime = 15.468 ns
3p branching to 1s = 0.8817
3p branching to 2s = 0.1183
3p: A(1s)/A(2s) = 7.451
3p: omega^3 ratio 1s/2s = 262.144
3p: I^2 ratio 2s/1s = 35.184
averaged Balmer alpha rate = 4.4102e+07 s^-1
averaged total decay rate of n=3 = 9.9852e+07 s^-1
Balmer alpha photons per excited atom = 0.7061
Balmer alpha signal per initial atom at 0 ns = 4.4102e+07 s^-1
Balmer alpha signal per initial atom at 20 ns = 1.0644e+07 s^-1
Balmer alpha signal per initial atom at 200 ns = 1.9853e+05 s^-1
largest relative rate change from photon phase = 1.1e-05
3d-1s rate allowed by photon phase = 593.7 s^-1
PASS
```
